# Frequency and height of the dielectric loss peak of water: verification in Python

```python
"""Debye relaxation of water: position and height of the dielectric loss peak.

Result under test: for eps(omega) = eps_inf + (eps_s - eps_inf)/(1 - i omega tau)
the loss eps'' is largest at f = 1/(2 pi tau), with value (eps_s - eps_inf)/2.
eps_s   : static relative permittivity
eps_inf : relative permittivity far above the relaxation
tau     : decay time of the polarization at constant field
Fields vary as exp(-i omega t); eps = eps' + i eps''.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_B, e as q_e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

eps_s, eps_inf, tau_ps = 78.4, 5.2, 8.3
strength = eps_s - eps_inf
tau = tau_ps * 1e-12


def permittivity_from_decay(f_GHz):
    """eps' and eps'' by quadrature of the decaying response, time in ps."""
    omega = 2 * np.pi * f_GHz * 1e-3          # rad per ps

    def response(t):
        return np.exp(-t / tau_ps) / tau_ps

    parts = [quad(response, 0, 50 * tau_ps, weight=w, wvar=omega,
                  epsabs=1e-11, limit=200)[0] for w in ("cos", "sin")]
    return eps_inf + strength * parts[0], strength * parts[1]


def debye(f_GHz):
    """eps' and eps'' from the closed formula."""
    x = 2 * np.pi * f_GHz * 1e9 * tau
    return eps_inf + strength / (1 + x**2), strength * x / (1 + x**2)


def find_peak(function, low, high):
    """Largest value on a logarithmic scan, then refined."""
    grid = np.geomspace(low, high, 121)
    best = int(np.argmax([function(f) for f in grid]))
    assert 0 < best < len(grid) - 1, "maximum lies at the edge of the scan"
    fit = minimize_scalar(lambda u: -function(np.exp(u)), method="bounded",
                          bounds=(np.log(grid[best - 1]), np.log(grid[best + 1])),
                          options={"xatol": 1e-10})
    return np.exp(fit.x), -fit.fun


def absorbed_power(x):
    """Mean of E dP/dt over a steady cycle, by time integration.
    Time in units of tau, field in E0, polarization in eps0 E0."""
    period = 2 * np.pi / x
    start = np.ceil(35 / period) * period

    def rates(s, y):
        dp = strength * np.cos(x * s) - y[0]
        return [dp, np.cos(x * s) * dp]

    options = dict(method="DOP853", rtol=1e-10, atol=1e-11)
    settled = solve_ivp(rates, (0, start), [0.0, 0.0], **options)
    cycle = solve_ivp(rates, (start, start + period),
                      [settled.y[0, -1], 0.0], **options)
    return cycle.y[1, -1] / period


# Closed formula against the quadrature of the decay
for f in (0.5, 2.45, 19.0, 80.0, 600.0):
    assert np.allclose(permittivity_from_decay(f), debye(f), rtol=1e-7, atol=1e-8)

# Loss peak: numerical search against the derived position and height
f_peak = 1 / (2 * np.pi * tau) / 1e9
loss_peak = strength / 2
f_found, loss_found = find_peak(lambda f: permittivity_from_decay(f)[1], 0.2, 2000)
# position tolerance: a flat maximum fixes f only to the root of the rounding error
assert abs(f_found / f_peak - 1) < 1e-5
assert abs(loss_found - loss_peak) < 1e-7
real_at_peak = permittivity_from_decay(f_found)[0]
assert abs(real_at_peak - (eps_s + eps_inf) / 2) < 1e-3

# Half-height frequencies
def excess(f):
    return permittivity_from_decay(f)[1] - loss_found / 2


f_low = brentq(excess, 0.5, f_found)
f_high = brentq(excess, f_found, 500)
assert abs(f_low / (f_peak * (2 - np.sqrt(3))) - 1) < 1e-6
assert abs(f_high / (f_peak * (2 + np.sqrt(3))) - 1) < 1e-6


# Loss tangent has its own maximum
def loss_tangent(f):
    real, loss = permittivity_from_decay(f)
    return loss / real


f_tan, tan_max = find_peak(loss_tangent, 0.2, 2000)
assert abs(f_tan / (f_peak * np.sqrt(eps_s / eps_inf)) - 1) < 1e-5
assert abs(tan_max - strength / (2 * np.sqrt(eps_s * eps_inf))) < 1e-7

# Absorbed power by time integration against omega eps'' / 2
f_oven = 2.45
x_oven = 2 * np.pi * f_oven * 1e9 * tau
x_fast = 50.0
power = {x: absorbed_power(x) for x in (x_oven, 1.0, x_fast)}
for x, value in power.items():
    loss = debye(x * f_peak)[1]
    assert abs(value / (0.5 * x * loss) - 1) < 1e-6
assert power[x_oven] < power[1.0] < power[x_fast]
# x = 50 is below the infinite-frequency plateau by about 1/2500
assert abs(power[1.0] / power[x_fast] - 0.5) < 1e-3

field = 1000.0                                # V/m, equal to 10 V/cm
to_W_cm3 = epsilon_0 * field**2 / tau * 1e-6
heat_peak, heat_oven = power[1.0] * to_W_cm3, power[x_oven] * to_W_cm3

# Sizes of neglected effects, from rough typical inputs
T0, dT = 298.15, 10.0
activation_eV, slope = 0.2, -0.4
f_warm = f_peak * np.exp(activation_eV * q_e / k_B * (1 / T0 - 1 / (T0 + dT)))
loss_warm = (strength + slope * dT) / 2


def loss_with_ions(f, sigma):
    return debye(f)[1] + sigma / (epsilon_0 * 2 * np.pi * f * 1e9)


sigma_tap, sigma_salt = 0.05, 5.0             # S/m
tap = find_peak(lambda f: loss_with_ions(f, sigma_tap), 8, 60)
salt = find_peak(lambda f: loss_with_ions(f, sigma_salt), 8, 60)

fast_strength, fast_ps = 2.0, 1.0


def loss_with_fast(f):
    y = 2 * np.pi * f * 1e-3 * fast_ps
    return debye(f)[1] + fast_strength * y / (1 + y**2)


second = find_peak(loss_with_fast, 2, 200)
inertia, dipole = 2e-47, 6e-30                # kg m^2, C m
inertia_ratio = np.sqrt(inertia / (k_B * T0)) / tau
saturation = dipole * field / (k_B * T0)

print(f"eps_s = {eps_s}, eps_inf = {eps_inf}, tau = {tau_ps} ps")
print(f"relaxation strength eps_s - eps_inf = {strength:.1f}")
print(f"angular peak frequency 1/tau = {1e-9 / tau:.2f} rad/ns")
print(f"peak frequency, formula = {f_peak:.3f} GHz")
print(f"peak frequency, numerical search = {f_found:.3f} GHz")
print(f"peak loss, formula = {loss_peak:.3f}")
print(f"peak loss, numerical search = {loss_found:.3f}")
print(f"loss at exactly 19 GHz = {debye(19.0)[1]:.3f}")
print(f"eps' at the peak = {real_at_peak:.2f}")
print(f"half-height frequencies = {f_low:.2f} and {f_high:.2f} GHz")
print(f"width at half height = {np.log10(f_high / f_low):.3f} decades")
print(f"loss tangent at the loss peak = {loss_tangent(f_peak):.3f}")
print(f"largest loss tangent = {tan_max:.3f} at {f_tan:.2f} GHz")
print(f"omega tau at {f_oven} GHz = {x_oven:.4f}")
print(f"eps' and eps'' at {f_oven} GHz = "
      f"{debye(f_oven)[0]:.2f} and {debye(f_oven)[1]:.2f}")
print(f"internal field amplitude = {field / 100:.0f} V/cm")
print(f"heating at the loss peak = {heat_peak:.2f} W/cm3")
print(f"heating at {f_oven} GHz = {heat_oven:.3f} W/cm3")
print(f"heating at peak / heating at omega tau = {x_fast:.0f}: "
      f"{power[1.0] / power[x_fast]:.4f}")
print("Neglected effects, rough inputs:")
print(f"reference temperature = {T0} K, warming = {dT:.0f} K")
print(f"activation energy = {activation_eV} eV, eps_s slope = {slope} per K")
print(f"warmer water: peak at {f_warm:.1f} GHz, loss {loss_warm:.1f}")
print(f"tap water, {sigma_tap} S/m: peak at {tap[0]:.2f} GHz, loss {tap[1]:.2f}")
print(f"salt water, {sigma_salt} S/m: peak at {salt[0]:.2f} GHz, loss {salt[1]:.2f}")
print(f"fast process: strength {fast_strength}, time {fast_ps} ps")
print(f"with fast process: peak at {second[0]:.2f} GHz, loss {second[1]:.2f}")
print(f"moment of inertia = {inertia:.0e} kg m2, dipole = {dipole:.0e} C m")
print(f"inertia: omega_p sqrt(I/kT) = {inertia_ratio:.4f}")
print(f"field saturation: mu E0/kT = {saturation:.1e}")
print("every check passed")
```

Printed output:

```
eps_s = 78.4, eps_inf = 5.2, tau = 8.3 ps
relaxation strength eps_s - eps_inf = 73.2
angular peak frequency 1/tau = 120.48 rad/ns
peak frequency, formula = 19.175 GHz
peak frequency, numerical search = 19.175 GHz
peak loss, formula = 36.600
peak loss, numerical search = 36.600
loss at exactly 19 GHz = 36.598
eps' at the peak = 41.80
half-height frequencies = 5.14 and 71.56 GHz
width at half height = 1.144 decades
loss tangent at the loss peak = 0.876
largest loss tangent = 1.813 at 74.46 GHz
omega tau at 2.45 GHz = 0.1278
eps' and eps'' at 2.45 GHz = 77.22 and 9.20
internal field amplitude = 10 V/cm
heating at the loss peak = 19.52 W/cm3
heating at 2.45 GHz = 0.627 W/cm3
heating at peak / heating at omega tau = 50: 0.5002
Neglected effects, rough inputs:
reference temperature = 298.15 K, warming = 10 K
activation energy = 0.2 eV, eps_s slope = -0.4 per K
warmer water: peak at 24.7 GHz, loss 34.6
tap water, 0.05 S/m: peak at 19.15 GHz, loss 36.65
salt water, 5.0 S/m: peak at 16.47 GHz, loss 41.64
fast process: strength 2.0, time 1.0 ps
with fast process: peak at 19.30 GHz, loss 36.84
moment of inertia = 2e-47 kg m2, dipole = 6e-30 C m
inertia: omega_p sqrt(I/kT) = 0.0084
field saturation: mu E0/kT = 1.5e-06
every check passed
```
